# Dipole lattice sums in needle, sphere and disc order

## Problem

Identical point dipoles of moment $M$, all pointing along the cube axis $z$, occupy the sites of a simple cubic lattice with lattice constant $a$ and cell volume $V=a^3$. The dipoles are rigid: their size and direction do not respond to the field. Their internal energies are left out. Gaussian units are used.

Let $u$ be the energy per cell, taken deep inside a very large body cut from this lattice.

1. Write $u$ as a lattice sum and show that the sum does not converge absolutely, so that the order of summation matters.
2. Find $u$ when the sites are summed in growing spheres around the chosen dipole.
3. For a body of another shape, show that the energy measured from that of a long needle parallel to the dipoles is
$$u-u_{\text{needle}}=\frac{2\pi N M^2}{V},$$
where $N$ is a number fixed by the outer surface of the body as seen from the chosen site. Find $N$ for the needle, the sphere and a flat disc whose normal is parallel to the dipoles.
4. A supercell calculation uses a periodic electrostatic potential. Which of the three energies does it give?
5. Evaluate the energies for $a=10$ Å and $M=2.0\times10^{-18}$ statC cm.

## Solution

### 1. The sum and its convergence

A dipole $M$ along $z$ at the origin has the potential $Mz/r^3$. The $z$ component of its field is

$$E_z=-\frac{\partial}{\partial z}\frac{Mz}{r^3}=-M\left(\frac{1}{r^3}-\frac{3z^2}{r^5}\right).$$

A second, parallel dipole at $\mathbf R=(X,Y,Z)$ has the energy $-ME_z$ in this field:

$$w(\mathbf R)=M^2\,\frac{R^2-3Z^2}{R^5}.$$

Two dipoles in line ($Z=\pm R$) have $w=-2M^2/R^3$ and attract; two dipoles side by side ($Z=0$) have $w=+M^2/R^3$ and repel.

The energy of the whole body counts each pair once. If it is written as a sum over dipoles, each dipole therefore carries half of its interaction with all the others:

$$u=\frac12\sum_{\mathbf R\ne0}w(\mathbf R)=\frac{M^2}{2V}\,S,\qquad S=V\sum_{\mathbf R\neq0}f(\mathbf R),\qquad f(\mathbf r)=\frac{r^2-3z^2}{r^5}.$$

The number $S$ has no dimension, because $f$ is an inverse volume.

To test absolute convergence, consider the distant sites between radii $r$ and $2r$. There is one site per volume $V$, so the sum of $V|f|$ over them is close to an integral. With $c=\cos\theta$ and $f=(1-3c^2)/r^3$,

$$\int_r^{2r}\frac{dr'}{r'}\;2\pi\int_{-1}^{1}|1-3c^2|\,dc=4\pi\ln2\int_0^1|1-3c^2|\,dc .$$

The integrand changes sign at $c_0=1/\sqrt3$, and $1-3c^2$ has the antiderivative $c-c^3$, which vanishes at both 0 and 1. Hence

$$\int_0^1|1-3c^2|\,dc=2(c_0-c_0^3)=\frac{2}{\sqrt3}\left(1-\frac13\right)=\frac{4}{3\sqrt3}.$$

Each doubling of the radius adds $4\pi\ln2\cdot4/(3\sqrt3)=6.705$ to the sum of absolute values, which therefore grows without limit. The explicit sum grows by 6.714 between radii $20a$ and $40a$. Without the absolute value the angular integral is $\int_{-1}^1(1-3c^2)\,dc=0$. A finite value of $S$ thus rests on cancellation between directions, and the shape in which the sites are collected decides how complete that cancellation is.

### 2. Sphere order

A sphere of lattice sites around a site goes into itself when the axes $x$, $y$ and $z$ are exchanged. Therefore

$$\sum\frac{X^2}{R^5}=\sum\frac{Y^2}{R^5}=\sum\frac{Z^2}{R^5}=\frac13\sum\frac{R^2}{R^5},$$

and

$$S_{\text{sphere}}=V\left(\sum\frac{R^2}{R^5}-3\cdot\frac13\sum\frac{R^2}{R^5}\right)=0,\qquad u_{\text{sphere}}=0.$$

This holds for every radius, not just in the limit.

### 3. Other shapes

**From the sum to an integral.** Let the body have a fixed shape and a linear size $L\gg a$. Around the chosen interior dipole draw a ball that fits inside the body and whose radius is a fixed fraction of $L$. By part 2 the sites in the ball contribute nothing.

For the sites outside the ball put $\mathbf R=L\boldsymbol\xi$. Since $f$ is homogeneous of degree $-3$,

$$Vf(\mathbf R)=\frac{V}{L^3}\,f(\boldsymbol\xi).$$

The points $\boldsymbol\xi$ form a lattice with cell volume $V/L^3$, so each term is a volume element times the value of $f$ in it. Outside the ball $f$ is smooth and bounded. As $a/L\to0$ the sum is a Riemann sum and tends to

$$S=\int_{\text{body}-\text{ball}}f(\mathbf r)\,d^3r .$$

**From the volume to the surface.** The derivative taken in part 1 shows that

$$f=\frac{1}{r^3}-\frac{3z^2}{r^5}=\frac{\partial}{\partial z}\frac{z}{r^3},$$

which is the divergence of the vector field $(0,0,z/r^3)$. The divergence theorem gives an integral over the outer surface, with outward normal $\mathbf n$, minus one over the surface of the ball. On the ball $n_z=\cos\theta$, $z=r\cos\theta$ and $dA=r^2d\Omega$, so the second integral is

$$\oint\cos\theta\,\frac{r\cos\theta}{r^3}\,r^2d\Omega=2\pi\int_{-1}^1c^2\,dc=\frac{4\pi}{3}.$$

Define the depolarisation factor at the chosen site by

$$4\pi N=\oint_{\text{outer}}n_z\,\frac{z}{r^3}\,dA .$$

Then

$$S=4\pi\left(N-\frac13\right),\qquad u=\frac{M^2}{2V}S=\frac{2\pi M^2}{V}\left(N-\frac13\right).$$

In physical terms, the body has polarisation $P=M/V$ and surface charge density $Pn_z$. This charge produces at the site a field whose $z$ component is $-\oint Pn_z(z/r^3)\,dA=-4\pi NP$, opposed to the dipoles when $N>0$. At off-centre sites of a cylinder or block the field also has a transverse part, which does not enter the energy of rigid dipoles along $z$. The energy $-M(-4\pi NP)/2=2\pi NM^2/V$ is the shape-dependent part of $u$.

**The sphere.** The outer surface is itself a sphere around the site, so $4\pi N=4\pi/3$ and $N=1/3$. This returns $u=0$, as in part 2.

**The cylinder.** Take a cylinder with its axis along $z$, radius $b$ and half-length $h$, and a site at its centre. On the curved side $n_z=0$. The upper face has $n_z=1$ and $z=h$, and gives

$$\int_0^b\frac{h\,2\pi\rho\,d\rho}{(\rho^2+h^2)^{3/2}}=2\pi h\left[-\frac{1}{\sqrt{\rho^2+h^2}}\right]_0^b=2\pi\left(1-\frac{h}{\sqrt{h^2+b^2}}\right).$$

This is the solid angle that the face fills as seen from the site. On the lower face $n_z$ and $z$ both change sign, so it gives the same amount. Dividing the sum by $4\pi$,

$$N=1-\frac{h}{\sqrt{h^2+b^2}} .$$

For the needle, $h/b\to\infty$: the charged end faces are too far away to matter and $N=0$. For the disc, $h/b\to0$: the two faces fill the whole solid angle $4\pi$ and $N=1$. The energies are

$$u_{\text{needle}}=-\frac{2\pi M^2}{3V},\qquad u_{\text{sphere}}=0,\qquad u_{\text{disc}}=+\frac{4\pi M^2}{3V}.$$

Subtracting the needle value removes the common $-1/3$:

$$u-u_{\text{needle}}=\frac{2\pi M^2}{V}\left[\left(N-\frac13\right)-\left(0-\frac13\right)\right]=\frac{2\pi NM^2}{V}.$$

So $2\pi NM^2/V$ is an energy measured from the needle. It is not the whole of $u$: for the sphere it equals $2\pi M^2/(3V)$, while $u$ itself is zero.

**Comparison with explicit sums.** In a lattice body the end faces lie half a layer beyond the last sites. Direct summation for cylinders between the limits gives, with lengths in units of $a$:

| $b$ | $h$ | $N$ | $S$, summed | $4\pi(N-1/3)$ |
|---|---|---|---|---|
| 200 | 50.5 | 0.7552 | 5.301 | 5.301 |
| 200 | 200.5 | 0.2920 | −0.520 | −0.519 |
| 100 | 400.5 | 0.0298 | −3.814 | −3.814 |

The derivation made the body large at fixed shape and took the limit of the aspect ratio afterwards. One can also keep the thickness at a fixed number of cells and let the long dimension grow, provided the site lies a few cells away from the side of the needle or the flat faces of the disc, and its distance from the ends or the rim grows with the long dimension. A few cells from an end or a rim are not enough: in a long needle of radius $10a$, a site on the axis with three layers above it has $S\approx0.02$, because the nearby end face fills a large solid angle. For very thin bodies or sites in the outer layer the limit differs: a single chain along $z$ has $S=2\sum_{n\ge1}(-2/n^3)=-4\zeta(3)=-4.808$, not $-4\pi/3$. Two cases were checked numerically, both for the central site. A needle of radius $10a$ and half-length $5000.5a$ gives $S=-4.1888$, in agreement with $-4\pi/3$. A disc of seven layers ($h=3.5a$) gives 8.3336 at $b=1000a$ and 8.3556 at $b=2000a$. For $b\gg h$ the formula reads $N\simeq1-h/b$, so the remainder halves when $b$ doubles and cancels in the combination $2S(2b)-S(b)$:

$$2(8.3556)-8.3336=8.3776,$$

which agrees with $8\pi/3=8.3776$.

**Average over the whole body.** The value of $N$ was found at one site. In a cylinder of intermediate shape it changes from site to site, because the solid angles of the end faces change, so the values in the table are not averages over the body. In a long needle most sites are far from the ends, and in a wide disc most are far from the rim. If the body is also many cells thick, only a small fraction of the sites lie at its other faces, and the average energy per cell should approach the same limits. Finite blocks are consistent with this. Averaged over all sites, $S$ is $-4.192$ for a rod of $20\times20\times4000$ cells and $8.202$ for a plate of $2000\times2000\times10$ cells. The respective limits are $-4.189$ and $8.378$. The differences combine the effect of the ends or the rim with that of the sites at the other faces, which lack some near neighbours. These effects can partly cancel, so the closeness of the rod's value does not measure how far it has converged. For a spherical body centred on a site, exchanging the axes maps the full set of pairs onto itself, so the total pair energy is zero by the argument of part 2.

**Conditions.** Cubic symmetry was used to set the contribution of the ball to zero. In a lattice of lower symmetry the ball may contribute, but the same ball can be drawn in two bodies large enough to hold it. Its contribution then cancels in their difference, and $2\pi M^2\,\Delta N/V$ survives. If the dipoles are polarisable, $M$ itself depends on the field of all the other dipoles. In the cubic lattice the $z$ component of this field is $-MS/V=4\pi(1/3-N)P$, which vanishes for the sphere and changes with the shape through $N$, so the formula for rigid dipoles no longer suffices.

### 4. The periodic supercell

A periodic potential returns to the same value after one lattice translation, so its field has zero average over the cell. In a Fourier series this means that the $\mathbf k=0$ term of the field is absent.

To find the field at a site, replace each point dipole by a dipole density $M\,g(\mathbf r)$ along $z$, where $g$ is a normalised Gaussian of width $s\ll a$ with Fourier transform $\hat g(\mathbf k)=e^{-k^2s^2/2}$. Each smeared dipole consists of two displaced, opposite, spherical charge clouds. Apart from the negligible Gaussian tails, it acts on other sites as a point dipole.

The periodic polarisation has Fourier coefficients $P_{\mathbf k}=M\hat g(\mathbf k)/V$. The charge density $-\partial P/\partial z$ has coefficients $-ik_zP_{\mathbf k}$, and Poisson's equation gives the potential $4\pi(-ik_zP_{\mathbf k})/k^2$. The field $-\partial\phi/\partial z$ follows on multiplying by $-ik_z$:

$$E_{\mathbf k}=(-ik_z)\,\frac{4\pi(-ik_z)P_{\mathbf k}}{k^2}=-4\pi\frac{k_z^2}{k^2}P_{\mathbf k},\qquad \mathbf k\neq0 .$$

At a site all phase factors equal one. Cubic symmetry allows $k_z^2/k^2$ to be replaced by $1/3$ in the sum:

$$E_{\text{total}}=-\frac{4\pi M}{3V}\sum_{\mathbf k\ne0}\hat g(\mathbf k).$$

The full sum $\frac1V\sum_{\mathbf k}\hat g(\mathbf k)$ is the Fourier series of $\sum_{\mathbf R}g(\mathbf r-\mathbf R)$ at $\mathbf r=0$. It equals $g(0)$ up to the tails of the neighbours. Removing the term $\hat g(0)/V=1/V$ gives

$$E_{\text{total}}=-\frac{4\pi M}{3}\left[g(0)-\frac1V\right].$$

This still contains the field of the dipole at the site itself. For one isolated smeared dipole the sum over $\mathbf k$ becomes an integral, and the angular average of $k_z^2/k^2$ is again $1/3$:

$$E_{\text{self}}=-4\pi M\int\frac{d^3k}{(2\pi)^3}\frac{k_z^2}{k^2}\hat g(\mathbf k)=-\frac{4\pi M}{3}g(0).$$

The field of all the other dipoles is the difference,

$$E_{\text{others}}=E_{\text{total}}-E_{\text{self}}=\frac{4\pi M}{3V},\qquad u=-\frac12ME_{\text{others}}=-\frac{2\pi M^2}{3V}.$$

The supercell calculation gives the needle energy. This fits part 3: of the three shapes, the needle is the one whose surface charge produces no field at the site ($N=0$). For $s=0.12a$ the program finds $E_{\text{total}}=-149.7241\,M/V$ and $E_{\text{self}}=-153.9129\,M/V$. Their difference is $4.1888\,M/V$, as required.

If the supercell is meant to represent one isolated molecule, the interaction between the copies should be zero. For a neutral, rigid point dipole in a cubic cell this is achieved by adding $2\pi M^2/(3V)$, which is the step from needle to sphere. A dipole of finite length leaves a remainder: for charges $\pm q$ a distance $0.2a$ apart along a cube axis the periodic energy is $-2.22\,M^2/V$ instead of $-2.09\,M^2/V$.

### 5. Numbers

With $V=(10^{-7}\ \text{cm})^3=1.0\times10^{-21}$ cm³,

$$\frac{M^2}{V}=\frac{(2.0\times10^{-18})^2}{1.0\times10^{-21}}\ \text{erg}=2.497\ \text{meV}.$$

The three energies per cell are

$$u_{\text{needle}}=-\frac{2\pi}{3}(2.497)=-5.23\ \text{meV},\qquad u_{\text{sphere}}=0,\qquad u_{\text{disc}}=\frac{4\pi}{3}(2.497)=10.46\ \text{meV}.$$

Measured from the needle, the sphere lies higher by $2\pi(2.497)/3=5.23$ meV and the disc by $2\pi(2.497)=15.69$ meV, or $2.51\times10^{-14}$ erg. The explicit lattice sums give the same differences. At fixed $M$ all these energies fall as $1/V$, so doubling $a$ divides them by eight.

## Table of computed values

```
SPHERE ORDER (S dimensionless)
radius 10 a: |S| < 1e-10: True, sum of |terms| = 27.529
radius 20 a: |S| < 1e-10: True, sum of |terms| = 34.248
radius 40 a: |S| < 1e-10: True, sum of |terms| = 40.962
growth per doubling: sum 6.714, formula 6.705
whole sphere of 925 dipoles: |mean S| < 1e-10: True
CYLINDERS: radius b, face distances h1, h2 in units of a
b=200 h1=50.5 h2=50.5: N=0.7552 S sum=5.301 formula=5.301
b=200 h1=200.5 h2=200.5: N=0.2920 S sum=-0.520 formula=-0.519
b=100 h1=400.5 h2=400.5: N=0.0298 S sum=-3.814 formula=-3.814
b=200 h1=30.5 h2=170.5: N=0.6002 S sum=3.354 formula=3.354
NEEDLE ORDER, radius 10 a
half-length 50.5 a: S = -3.9474
half-length 500.5 a: S = -4.1863
half-length 5000.5 a: S = -4.1888
limit -4 pi/3 = -4.1888
DISC ORDER, 7 layers
radius 500 a: S = 8.2896
radius 1000 a: S = 8.3336
radius 2000 a: S = 8.3556
extrapolated 2 S(2000)-S(1000) = 8.3776, limit 8 pi/3 = 8.3776
N from sums, sphere - needle: 0.3333
N from sums, disc - needle: 1.0000
WHOLE BODY, S averaged over all sites
rod 20 x 20 x 4000: -4.192
plate 2000 x 2000 x 10: 8.202
PERIODIC CELL, k = 0 dropped
Gaussian width 0.12 a: total field = -149.7241 M/V
self-field = -153.9129 M/V
field of the others = 4.1888 M/V, S = -4.1888
WORKED EXAMPLE
a = 10 angstrom, V = 1.000e-21 cm^3
M = 2.0e-18 statC cm
M^2/V = 2.4966 meV
u needle = -5.229 meV
u sphere = 0.000 meV
u disc = 10.458 meV
sphere - needle: sums 5.229 meV, formula 5.229 meV
disc - needle: sums 15.687 meV, formula 15.687 meV
disc - needle = 2.513e-14 erg
```
